# Balancing the thermal forces of two stressed layers on a thick substrate

## Problem

Two thin layers cover one face of a thick substrate. Layer 1 lies on the substrate and layer 2 lies on layer 1. Their thicknesses are $h_1$ and $h_2$, and the substrate thickness is $h_s\gg h_1+h_2$. Both layers are free of stress at the deposition temperature $T_d$, where the substrate is flat. The stack is then cooled to the temperature of use $T_u$. Over this interval one layer contracts more than the substrate and the other contracts less.

The layers are elastic and isotropic, with Young's moduli $E_i$, Poisson ratios $\nu_i$ and expansion coefficients $\alpha_i$. The substrate is a (001) plate of a cubic crystal with stiffnesses $c_{11}$, $c_{12}$ and expansion coefficient $\alpha_s(T)$. The bonds do not slip, the plate is free to bend, and the region considered is far from the edges. Tension is positive.

1. Find the stress in each layer when the substrate is very thick.
2. Choose $h_1/h_2$ so that the net thermal force of the layers vanishes. Show that each layer remains stressed, and find the stored elastic energy.
3. For a finite substrate, find the curvature that remains at this ratio. How must $h_1$ be changed, at fixed $h_2$, to remove it?
4. Let $\alpha_s$ vary linearly with temperature. Does the force also vanish during cooling, and is it insensitive to small temperature changes at $T_u$?
5. Evaluate the design for 100 nm of tungsten on silicon oxide on a silicon wafer, with these rough typical values:

- oxide (layer 1): $E=72$ GPa, $\nu=0.17$, $\alpha=0.5\times10^{-6}$/K;
- tungsten (layer 2): $E=410$ GPa, $\nu=0.28$, $\alpha=4.6\times10^{-6}$/K;
- silicon: $c_{11}=166$ GPa, $c_{12}=64$ GPa, with $\alpha_s$ rising linearly from $2.6\times10^{-6}$/K at $T_u=298$ K to $4.0\times10^{-6}$/K at $T_d=673$ K;
- wafer: thickness 725 µm, radius 100 mm.

## Solution

### 1. Stress in each layer

If it were free, material $j$ would acquire the thermal strain $e_j=\int_{T_d}^{T}\alpha_j\,dT'$, which is negative on cooling. A very thick substrate is hardly strained by the layers, so it takes its own free strain $e_s$ and imposes it on them. The part of a layer's strain that is not its own thermal strain is elastic:

$$m_i=e_s-e_i=\int_{T_d}^{T}(\alpha_s-\alpha_i)\,dT'.$$

This mismatch strain is the same in both in-plane directions, so $\sigma_x=\sigma_y=\sigma_i$. The top surface is free, so $\sigma_z=0$. Hooke's law then gives

$$m_i=\frac{\sigma_x-\nu_i\sigma_y-\nu_i\sigma_z}{E_i}=\frac{1-\nu_i}{E_i}\,\sigma_i ,$$

$$\sigma_i=M_i m_i,\qquad M_i=\frac{E_i}{1-\nu_i}.$$

$M_i$ is the biaxial modulus. A layer that would contract more than the substrate has $e_i<e_s$, hence $m_i>0$, and is in tension. The thickness does not enter: a thicker layer carries more force at the same stress.

The substrate's modulus is needed in part 3. For equal in-plane elastic strains $\varepsilon$, the condition $\sigma_z=2c_{12}\varepsilon+c_{11}\varepsilon_z=0$ gives $\varepsilon_z=-2c_{12}\varepsilon/c_{11}$. Therefore

$$\sigma=(c_{11}+c_{12})\varepsilon+c_{12}\varepsilon_z=M_s\varepsilon,\qquad M_s=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}.$$

### 2. Zero net force with nonzero stresses

The force per unit width of a layer is its stress times its thickness, $f_i=M_ih_im_i$. Setting the sum to zero,

$$M_1h_1m_1+M_2h_2m_2=0,$$

and dividing by $M_1m_1h_2$ gives

$$\boxed{\frac{h_1}{h_2}=-\frac{M_2m_2}{M_1m_1}}$$

A thickness ratio must be positive, so $m_1$ and $m_2$ must have opposite signs. If layer 1 is nearly matched to the substrate, $m_1\to0$ and the required $h_1$ grows without limit, until the thin-layer assumption fails. If $\alpha_s$, $\alpha_1$ and $\alpha_2$ are all constant, the temperature interval cancels:

$$\frac{h_1}{h_2}=-\frac{M_2(\alpha_s-\alpha_2)}{M_1(\alpha_s-\alpha_1)} .$$

In that case, if the moduli are constant too, one ratio serves at every temperature.

The stresses are still $M_1m_1$ and $M_2m_2$, since they never depended on the thicknesses. Neither is zero, and the force balance $\sigma_1h_1=-\sigma_2h_2$ gives

$$\frac{\sigma_1}{\sigma_2}=-\frac{h_2}{h_1}.$$

The thinner layer carries the larger stress.

There is also a geometrical reason why the stack cannot become stress-free. At the bonded interface the total in-plane strain $\varepsilon_t$ is the same on both sides. The elastic strains there are $\varepsilon_t-e_1$ and $\varepsilon_t-e_2$, and their difference is

$$(\varepsilon_t-e_2)-(\varepsilon_t-e_1)=e_1-e_2=m_2-m_1\neq0 .$$

They cannot both vanish, whatever stretching or bending the stack undergoes.

The elastic energy density is $\tfrac12(\sigma_x\varepsilon_x+\sigma_y\varepsilon_y+\sigma_z\varepsilon_z)$. With $\sigma_z=0$ and two equal in-plane terms it equals $\sigma_im_i$. The energy per unit area of the two layers is therefore

$$U=\sum_i h_i\sigma_im_i=\sum_i|f_i||m_i|=|f_2|\,(|m_1|+|m_2|),$$

where the last step uses $|f_1|=|f_2|$. The forces cancel because they have signs; the energies are both positive and add.

### 3. The curvature that remains

Measure $z$ from the substrate's midplane towards the layers, and let $\kappa>0$ mean that the layer side is concave. The total strain of the plate is

$$\varepsilon_t(z)=e_s+\eta-\kappa z ,$$

where $\eta$ is a small uniform strain. The elastic strain is $\eta-\kappa z$ in the substrate and $m_i+\eta-\kappa z$ in layer $i$. The layer midplanes lie at

$$z_1=\frac{h_s+h_1}{2},\qquad z_2=\frac{h_s}{2}+h_1+\frac{h_2}{2}.$$

No external force or moment acts, so the integrals of $\sigma$ and $\sigma z$ over the whole thickness vanish:

$$A\eta-B\kappa+F=0,\qquad B\eta-D\kappa+G=0,$$

with $F=\sum f_i$, $G=\sum f_iz_i$ and

$$A=M_sh_s+\sum M_ih_i,\qquad B=\sum M_ih_iz_i,$$

$$D=\frac{M_sh_s^3}{12}+\sum M_i\left(h_iz_i^2+\frac{h_i^3}{12}\right).$$

The sums run over the layers; the substrate drops out of $B$ because $z$ is measured from its midplane. The first equation gives $\eta=(B\kappa-F)/A$. Inserting this in the second,

$$\kappa=\frac{G-BF/A}{D-B^2/A}.$$

**One layer.** Here $F=f$ and $G\simeq fh_s/2$. The term $BF/A$ is smaller than $G$ by about $Mh/(M_sh_s)$, and the denominator is $M_sh_s^3/12$ to leading order. Hence

$$\kappa_{\rm one}\simeq\frac{fh_s/2}{M_sh_s^3/12}=\frac{6f}{M_sh_s^2}.$$

**The balanced pair.** Now $F=0$, but the two opposite forces act at different heights. With $f_1=-f_2$,

$$G=f_2(z_2-z_1)=\frac{f_2(h_1+h_2)}{2},$$

$$\kappa_{\rm pair}\simeq\frac{6f_2(h_1+h_2)}{M_sh_s^3}.$$

Relative to layer 2 alone, the curvature has fallen by the factor $(h_1+h_2)/h_s$. It is small but not zero: zero force leaves a couple.

**Zero curvature.** With $\kappa=0$, the moment equation reads

$$M_1(m_1+\eta)h_1z_1+M_2(m_2+\eta)h_2z_2=0 .$$

The required change of $h_1$ will prove to be of relative order $(h_1+h_2)/h_s$, so the net layer force is of order $f_2(h_1+h_2)/h_s$. Since $A\simeq M_sh_s$ and $f_2=M_2h_2m_2$, the strain $\eta=-F/A$ is of order $m_2\,\dfrac{M_2h_2}{M_sh_s}\,\dfrac{h_1+h_2}{h_s}$. This is second order in layer thickness over $h_s$, so $\eta$ may be dropped beside $m_i$. Writing $h_1^{0}$ for the force-balancing thickness,

$$h_1=-\frac{M_2m_2h_2}{M_1m_1}\,\frac{z_2}{z_1}=h_1^{0}\left(1+\frac{h_1+h_2}{2z_1}\right)\simeq h_1^{0}\left(1+\frac{h_1+h_2}{h_s}\right).$$

The lower layer has the shorter lever arm, so it must be slightly thicker. A flat plate is thus also no sign of unstressed layers: their stresses are still $M_im_i$ to leading order.

### 4. When the substrate's expansion varies

Let $S=M_1h_1+M_2h_2$. At fixed thicknesses and moduli, differentiating $F=\sum M_ih_im_i$ gives

$$\frac{dF}{dT}=S\alpha_s(T)-\sum M_ih_i\alpha_i .$$

The layer coefficients are taken constant. The design makes the integral of this expression from $T_d$ to $T_u$ vanish, so $\sum M_ih_i\alpha_i=S\bar\alpha_s$, where $\bar\alpha_s$ is the mean over the interval. Hence

$$\frac{dF}{dT}=S\,[\alpha_s(T)-\bar\alpha_s].$$

Write $\Delta T=T_d-T_u$, $\delta\alpha=\alpha_s(T_d)-\alpha_s(T_u)$ and $T_m=(T_d+T_u)/2$. For linear variation the bracket is $\delta\alpha\,(T-T_m)/\Delta T$, and integration from $T_d$ gives

$$F(T)=\frac{S\,\delta\alpha}{2\Delta T}\left[(T-T_m)^2-\frac{\Delta T^2}{4}\right].$$

The force vanishes at $T_d$ and $T_u$ but not between them. At the middle of the interval it reaches $-S\,\delta\alpha\,\Delta T/8$. At the temperature of use its slope is $-S\,\delta\alpha/2$, so the stack still responds to small temperature changes.

To cancel the slope at $T_u$ instead, one uses the constant-coefficient ratio of part 2 with $\alpha_s(T_u)$. In general this differs from the ratio that cancels the accumulated force. With two layers of given materials, the single free ratio cannot then meet both demands.

### 5. Tungsten and oxide on silicon

The moduli are $M_1=72/0.83=86.75$ GPa, $M_2=410/0.72=569.4$ GPa and $M_s=180.65$ GPa. The mean expansion coefficient of silicon over the interval is $3.30\times10^{-6}$/K, and the temperature change is $-375$ K. Thus

$$m_1=(3.30-0.5)\times10^{-6}\times(-375)=-1.050\times10^{-3},$$

$$m_2=(3.30-4.6)\times10^{-6}\times(-375)=+4.875\times10^{-4}.$$

The signs are opposite, so a balance exists:

$$\frac{h_1}{h_2}=\frac{569.4\times4.875\times10^{-4}}{86.75\times1.050\times10^{-3}}=3.05 .$$

With these inputs, 100 nm of tungsten needs 305 nm of oxide. The stresses are $-91$ MPa in the oxide and $+278$ MPa (0.278 GPa) in the tungsten. Each layer carries 27.8 N/m, with opposite signs. The stored energy is

$$U=27.76\times(1.050+0.4875)\times10^{-3}=0.0427\ \text{J/m}^2 .$$

**Bending.** Tungsten alone would give $\kappa=1.75\times10^{-3}$/m, or a centre-to-edge bow $\kappa R^2/2=8.8$ µm on a wafer of radius $R$. This is far below the wafer thickness, as small-deflection theory requires. For the pair, $(h_1+h_2)/h_s=5.58\times10^{-4}$, and the bow falls to 4.9 nm. Gravity is left out of the model; an edge-supported wafer of this size sags by some 20 µm under its own weight.

Direct minimization of the elastic energy of the complete plate gives $\kappa_{\rm pair}=9.775\times10^{-7}$/m, against $9.794\times10^{-7}$/m from the formula. The difference of 0.19 % comes from the layers' contribution to the bending stiffness of the plate, mainly the terms $M_ih_iz_i^2$, which adds about $3S/(M_sh_s)=1.9\times10^{-3}$ to $D$ in relative terms. With a substrate ten times thicker the difference falls to 0.019 %.

In the same calculation the finite substrate changes the layer stresses by at most about 0.2 kPa. Zero curvature needs 0.17 nm more oxide, a correction without practical weight: an oxide 5 % too thick gives a bow of $-0.43$ µm, some ninety times the magnitude of the residual bow.

**Temperature.** During cooling the net force reaches $-5.5$ N/m near 485 K, about a fifth of the force in either layer at 298 K. At 298 K its slope is $-58$ mN/(m K), against $-114$ mN/(m K) for the tungsten alone. With these inputs, the design that removes the accumulated force therefore only about halves the response to small temperature changes. Cancelling that slope requires a ratio of 6.25, or 625 nm of oxide. The oxide would then carry $-91.1\ \text{MPa}\times625\ \text{nm}=-56.9$ N/m at 298 K, leaving a net force of about $-29$ N/m.

**The real case.** The inputs are rough, mostly bulk-like values, and deposited films can differ from them. The design is sensitive because it rests on differences of expansion coefficients: raising $\alpha_s$ by $0.1\times10^{-6}$/K throughout lowers the required oxide thickness from 305 to 272 nm. The straight line assumed for $\alpha_s(T)$ matters for the same reason. Silicon's measured curve is concave, and its mean over this interval is nearer $3.45\times10^{-6}$/K than $3.30\times10^{-6}$/K. That would lower the required oxide to about 255 nm, and the 305 nm design would keep a net force of about $-5$ N/m at 298 K. A real design should therefore integrate the measured curve. The figures for cooling and for the slope also rest on a constant tungsten coefficient and fixed moduli. With silicon's concave curve, with tungsten's coefficient rising by $0.3$ to $0.55\times10^{-6}$/K over the interval, or with both, and with the oxide rebalanced each time, the slope at 298 K lies between about $-41$ and $-71$ mN/(m K), or 0.43 to 0.61 of that for tungsten alone. The ratio that cancels the slope then lies between 5.2 and 6.6, and the peak force between about $-3.4$ and $-4.9$ N/m. Moduli that vary with temperature (roughly $+1.5$ to $+2\times10^{-4}$/K for silica and $-1\times10^{-4}$/K for tungsten, in relative terms) add about $-7$ to $-8$ mN/(m K) to the slope, because the two terms have the same sign. Of the assumptions examined here, the one that can fail most seriously is that of stress-free deposition. Sputtered tungsten can have a growth stress of roughly 1 GPa, of either sign depending on the deposition conditions. In 100 nm this is 100 N/m, more than three times the thermal force being balanced, and by itself it would bow the wafer by about $8.76\times100/27.76\approx32$ µm. The oxide's own growth stress counts as well: 100 MPa in 305 nm is 30 N/m, as large as the thermal force. Two smaller effects, each taken alone, are:

- oxide deposited stress-free at 573 K instead of 673 K, which leaves a net force of $+8.8$ N/m at 298 K;
- a 10 nm titanium adhesion layer ($E=116$ GPa, $\nu=0.32$, $\alpha=9\times10^{-6}$/K, rough values), which adds $+3.65$ N/m.

The thermal stress in the tungsten is 0.28 of a rough yield stress of 1 GPa, so the elastic treatment is reasonable for the thermal part alone. Added to a tensile growth stress of 1 GPa, it gives a total of 1.28 GPa, and the elastic treatment then holds only if the yield stress of the actual film is higher than that.

The ratio 3.05 is thus a design for cancelling the thermal contribution between 673 K and 298 K. Making the total force vanish at 298 K requires the growth stresses to be measured and included in the balance. The remaining numerical values are in the numerical output.

## Computed values

```
Deposition, use temperature: 673, 298 K
Oxide E, nu, alpha: 72 GPa, 0.17, 0.5 ppm/K
Tungsten E, nu, alpha: 410 GPa, 0.28, 4.6 ppm/K
Silicon c11, c12: 166, 64 GPa
Silicon alpha at use, at deposition: 2.6, 4.0 ppm/K
Silicon alpha, mean over interval: 3.30 ppm/K
Substrate thickness: 725 um
Wafer radius: 100 mm
Biaxial modulus oxide: 86.75 GPa
Biaxial modulus tungsten: 569.44 GPa
Biaxial modulus silicon (001): 180.65 GPa
Mismatch strain oxide: -1.0500e-03
Mismatch strain tungsten: 4.8750e-04
Thickness ratio oxide/tungsten: 3.048
Tungsten thickness: 100 nm
Oxide thickness: 304.8 nm
Stress oxide: -91.1 MPa
Stress tungsten: 277.6 MPa
Force per width oxide: -27.76 N/m
Force per width tungsten: 27.76 N/m
Stored elastic energy: 42.68 mJ/m^2
Curvature, tungsten alone, formula: 1.7541e-03 1/m
Curvature, tungsten alone, full plate: 1.7513e-03 1/m
Curvature, balanced pair, formula: 9.7935e-07 1/m
Curvature, balanced pair, full plate: 9.7749e-07 1/m
Thin-layer error of pair formula: 0.191 %
Same error, substrate 10 times thicker: 0.0191 %
Total layer/substrate thickness: 5.583e-04
Centre-to-edge bow, tungsten alone: 8.76 um
Centre-to-edge bow, balanced pair: 4.89 nm
Largest stress change from finite substrate: 0.202 kPa
Extra oxide for zero curvature: 0.170 nm
Largest net force during cooling: -5.47 N/m at 485.5 K
Net force slope at use temperature: -58.4 mN/(m K)
Same slope, tungsten alone: -113.9 mN/(m K)
Ratio that cancels the slope at use temperature: 6.25
Oxide thickness if silicon alpha is 0.1 ppm/K higher: 271.6 nm
Bow if oxide is 5 % too thick: -0.433 um
Net force, oxide deposited at 573 K: 8.76 N/m
Titanium E, nu, alpha: 116 GPa, 0.32, 9.0 ppm/K
Thermal force of 10 nm titanium: 3.65 N/m
Growth force in tungsten at 1 GPa (rough): 100 N/m
Tungsten stress / rough yield of 1 GPa: 0.28
```
